# Gamma-only energy error in tight-binding graphene supercells

## Problem

An infinite graphene sheet is replaced by a periodic supercell of $L\times L$ primitive cells, sampled at its Gamma point alone. The model has one orbital per atom, hopping $-t$ between nearest neighbours ($t>0$), one electron per atom with two spin states, zero temperature, and no electron interactions or lattice distortion. Let $E_L$ be the band energy **per two-atom primitive cell** and $E_\infty$ its infinite-sheet value.

(a) With what power of $L$ does $E_L-E_\infty$ vanish, and how does its amplitude depend on $L$?

(b) How large must $L$ be for the leading term to suffice?

(c) Evaluate the error near $L=13$ for $t=2.7$ eV and lattice constant $a=0.246$ nm, rough typical values for graphene.

Lengths are in units of $a$ until numbers are inserted. The lattice vectors are $\mathbf a_1=(1,0)$ and $\mathbf a_2=(\tfrac12,\tfrac{\sqrt3}{2})$, the cell area is $A=\sqrt3/2$, and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$.

## Hints

1. Which primitive-cell wavevectors fold onto the supercell's Gamma point?
2. Write the band energy as a Fourier series over lattice vectors. Which terms does a uniform grid fail to average to zero?
3. Slowly decaying Fourier coefficients come from points where a function is not smooth. Find them, and expand to second order there.
4. Follow the phase $e^{iL\mathbf K\cdot\mathbf R}$, where $\mathbf K$ is a Dirac point.

## Solution

### 1. From supercell to grid

A Bloch state has the supercell's period if $L\mathbf k\cdot\mathbf a_i$ is a multiple of $2\pi$. This gives the $L^2$ points $\mathbf k=(i\mathbf b_1+j\mathbf b_2)/L$. The Bloch Hamiltonian has zero diagonal and off-diagonal elements $-tf$ and $-tf^*$, with

$$f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},$$

so its levels are $\pm t|f|$. Half filling puts two electrons in each lower level:

$$E_L=-\frac{2t}{L^2}\sum_{\mathbf k}|f(\mathbf k)|.$$

If the grid meets a zero of $f$, the levels there are partly filled, but they have zero energy and the formula still holds.

### 2. The error as a lattice sum

Write $|f(\mathbf k)|=\sum_{\mathbf R}F(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$, with

$$F(\mathbf R)=\frac{A}{4\pi^2}\int_{\rm BZ}|f|\,e^{i\mathbf k\cdot\mathbf R}\,d^2k .$$

The grid average of $e^{-i\mathbf k\cdot\mathbf R}$ is 1 when $\mathbf R$ is $L$ times a lattice vector and 0 otherwise. The term $F(0)$ is the true mean, hence

$$E_L-E_\infty=-2t\sum_{\mathbf R\ne0}F(L\mathbf R).$$

Step 4 gives $F=O(R^{-3})$, so this two-dimensional sum converges absolutely.

### 3. The cones

Multiplying out,

$$|f|^2=3+2\sum_{j=1}^3\cos(\mathbf k\cdot\mathbf d_j),\qquad \mathbf d_j=-\mathbf a_1,\ \mathbf a_2,\ \mathbf a_1-\mathbf a_2 .$$

This is analytic in $\mathbf k$, so its square root can be non-smooth only where $f=0$. Three unit numbers add to zero only when they are $120^\circ$ apart, which happens at $\mathbf K=(4\pi/3,0)$ and $-\mathbf K$. At $\mathbf K$ every $\mathbf K\cdot\mathbf d_j$ equals $2\pi/3$ modulo $2\pi$.

Set $\mathbf k=\mathbf K+\mathbf q$, with $\theta$ the angle of $\mathbf q$, and $x_j=\mathbf q\cdot\mathbf d_j$. The $\mathbf d_j$ point along $180^\circ$, $60^\circ$ and $-60^\circ$, so

$$\sum x_j=0,\qquad \sum x_j^2=\tfrac32q^2,\qquad \sum x_j^3=-\tfrac34q^3\cos3\theta .$$

The last sum uses $\cos^3\alpha=(\cos3\alpha+3\cos\alpha)/4$. With

$$\cos\!\left(\tfrac{2\pi}{3}+x\right)=-\tfrac12-\tfrac{\sqrt3}{2}x+\tfrac14x^2+\tfrac{\sqrt3}{12}x^3+O(x^4)$$

we get

$$|f|^2=\tfrac34q^2-\tfrac{\sqrt3}{8}q^3\cos3\theta+O(q^4).$$

Taking out $\tfrac34q^2$ and using $\sqrt{1+y}=1+y/2+\dots$,

$$|f|=\tfrac{\sqrt3}{2}q-\tfrac18q^2\cos3\theta+O(q^3).$$

Since $|f(-\mathbf k)|=|f(\mathbf k)|$, the second term has the opposite sign at $-\mathbf K$.

### 4. Long-distance Fourier coefficients

Cut out each cone with a smooth function equal to 1 near its tip. What remains of $|f|$ is smooth and periodic, and repeated integration by parts shows that its coefficients fall faster than any power of $R$. For the same reason the shape of the cutoff does not affect the power laws, and we may use $e^{-\epsilon q}$ with $\epsilon\to0$.

The angular integral is

$$\int_0^{2\pi}\cos(n\theta)\,e^{iqR\cos(\theta-\theta_R)}d\theta=2\pi i^nJ_n(qR)\cos n\theta_R .$$

For the radial one, insert $J_n(z)=\frac1{2\pi}\int_0^{2\pi}e^{i(z\sin\phi-n\phi)}d\phi$ and integrate over $q$. With $u=e^{-i\phi}$ the result is a contour integral around the unit circle, whose one enclosed pole is $u_+=(s-\epsilon)/R$, where $s=\sqrt{\epsilon^2+R^2}$. Its residue gives

$$\int_0^\infty e^{-\epsilon q}J_n(qR)\,dq=\frac{1}{s}\left(\frac{s-\epsilon}{R}\right)^n .$$

Each derivative $-d/d\epsilon$ brings down a factor $q$.

*Linear term.* For $n=0$, $1/s=1/R-\epsilon^2/(2R^3)+\dots$, whose second derivative at $\epsilon=0$ is $-1/R^3$. Therefore

$$\int\frac{d^2q}{4\pi^2}\,q\,e^{i\mathbf q\cdot\mathbf R}=-\frac{1}{2\pi R^3}.$$

*Quadratic term.* For $n=3$ and $x=\epsilon/R$, the right-hand side is

$$\frac1R\left(1-3x+\tfrac92x^2-4x^3\right)\left(1-\tfrac12x^2\right)+\dots$$

The coefficient of $x^3$ is $-4+\tfrac32=-\tfrac52$. Minus the third derivative is thus $+15/R^4$, and with $i^3=-i$

$$\int\frac{d^2q}{4\pi^2}\,q^2\cos3\theta\,e^{i\mathbf q\cdot\mathbf R}=-\frac{15i\cos3\theta_R}{2\pi R^4}.$$

By scaling, terms of degree 3 in $q$ give $R^{-5}$.

The cones at $\pm\mathbf K$ carry phases $e^{\pm i\mathbf K\cdot\mathbf R}$. The linear terms add to $2\cos\mathbf K\cdot\mathbf R$. The quadratic terms, of opposite sign, combine to $2i\sin\mathbf K\cdot\mathbf R$. With the factor $A=\sqrt3/2$,

$$F(\mathbf R)=-\frac{3}{4\pi}\frac{\cos\mathbf K\cdot\mathbf R}{R^3}-\frac{15\sqrt3}{16\pi}\frac{\sin(\mathbf K\cdot\mathbf R)\cos3\theta_R}{R^4}+O(R^{-5}).$$

This was tested against a numerical Fourier transform of $|f|$ at four lattice vectors with $R$ near 40. The largest relative deviation was 0.34%.

### 5. Why divisibility by three matters

Inserting $L\mathbf R$ gives

$$\boxed{E_L-E_\infty=t\left(\frac{C_L}{L^3}+\frac{D_L}{L^4}\right)+O(tL^{-5})}$$

$$C_L=\frac{3}{2\pi}\sum_{\mathbf R\ne0}\frac{\cos(L\mathbf K\cdot\mathbf R)}{R^3},\qquad D_L=\frac{15\sqrt3}{8\pi}\sum_{\mathbf R\ne0}\frac{\sin(L\mathbf K\cdot\mathbf R)\cos3\theta_R}{R^4}.$$

For $\mathbf R=n\mathbf a_1+m\mathbf a_2$ the phase is $L\mathbf K\cdot\mathbf R=2\pi L(2n+m)/3$. Let $S=\sum_{\mathbf R\ne0}R^{-3}$, which is numerically 11.034.

**$L$ divisible by 3.** Every cosine is 1 and every sine is 0:

$$C_L=\frac{3S}{2\pi}=5.268,\qquad D_L=0.$$

**$L$ not divisible by 3.** The cosine is 1 when $2n+m$ is a multiple of 3 and $-\tfrac12$ otherwise. The first set is generated by $\mathbf a_1+\mathbf a_2$ and $2\mathbf a_1-\mathbf a_2$, two vectors of length $\sqrt3$ at $60^\circ$. It is the original lattice enlarged by $\sqrt3$, so its sum is $S/3^{3/2}$. Then

$$\sum_{\mathbf R\ne0}\frac{\cos(L\mathbf K\cdot\mathbf R)}{R^3}=\frac{S}{3^{3/2}}-\frac12\left(S-\frac{S}{3^{3/2}}\right)=-\frac12\left(1-\frac1{\sqrt3}\right)S,$$

$$C_L=-0.2113\times5.268=-1.113 .$$

The sine changes sign between $L\equiv1$ and $L\equiv2$ (mod 3). Summing numerically, $D_L=-5.131$ for $L\equiv1$ and $+5.131$ for $L\equiv2$.

This answers (a). The error per primitive cell falls as $L^{-3}$. The leading amplitude $C_L$ is positive when 3 divides $L$, and about five times smaller and negative otherwise. The error of the whole supercell is $L^2$ times larger and falls as $L^{-1}$.

The grid contains $\pm\mathbf K$ precisely when 3 divides $L$. The law rests on the sharp cone tips. Opposite site energies $\pm\Delta$ on the two sublattices turn the bands into $\pm\sqrt{t^2|f|^2+\Delta^2}$, which are smooth, and the power law is lost at large $L$.

### 6. How large is large?

For $L$ not divisible by 3, the second term relative to the first is $5.131/(1.113L)\approx4.6/L$ in magnitude. It drops below 10% only beyond $L\approx46$. Measured against the computed error, the leading term alone is too small in magnitude for $L\equiv1$ and too large for $L\equiv2$; it first comes within 10% at $L=40$ and $L=53$ respectively. This answers (b) for these sizes. When 3 divides $L$ the correction is of relative order $L^{-2}$, and the leading term is already within 1.5% of the computed error at $L=12$.

Small cells can therefore hide the law. In the class $L\equiv2$ the two terms nearly cancel around $L=5$: the error is $-0.76$ meV at $L=5$ but $-2.25$ meV at $L=8$, so the larger cell is worse. A fit in plain powers of $1/L$ should stay within one residue class and, unless 3 divides $L$, gains from an $L^{-4}$ term. Sizes with $L\equiv1$ and $L\equiv2$ can be fitted together if that term is given opposite signs in the two classes. The $L^{-6}$ term changes sign in the same way, and leaving it out biases the fitted $L^{-4}$ amplitude when small cells are included.

The order of the remainder was tested by subtracting the derived terms from the computed error at $L$ near 100 and near 200. The fitted powers were 4.998, 5.035 and 4.960 for $L\equiv0,1,2$, as expected for $L^{-5}$. The reference was an independent quadrature, $E_\infty=-3.149194\,t$.

### 7. Numbers near $L=13$

With $t=2700$ meV, the derived errors per primitive cell are

- $L=12$: $2700\times5.268/12^3=8.23$ meV;
- $L=13$: $2700\,(-1.113/13^3-5.131/13^4)=-1.85$ meV;
- $L=14$: $2700\,(-1.113/14^3+5.131/14^4)=-0.73$ meV.

| $L$ | width (nm) | computed error (meV per cell) | gap between sampled levels (eV) |
|---|---|---|---|
| 12 | 2.95 | 8.11 | 0 |
| 13 | 3.20 | −1.78 | 1.57 |
| 14 | 3.44 | −0.71 | 1.33 |

The derived values exceed the computed ones in magnitude by at most about 4%. For the whole supercell the errors are 1168, −301 and −139 meV, so total energies of neighbouring sizes are not directly comparable at this level.

These are errors of the band model. For real graphene, one important omission is the Coulomb interaction: with $\hbar v=\sqrt3\,ta/2=0.575$ eV nm, its dimensionless strength in vacuum, $e^2/(4\pi\varepsilon_0\hbar v)$, is about 2.5. That is not small, so low-order perturbation theory cannot be assumed reliable here. Moreover, unscreened exchange already makes the cone velocity grow logarithmically as $q\to0$, so the interaction may modify the $L^{-3}$ law itself and not only its amplitude. No corrected value is quoted. Within the model all errors scale with $t$: a 10% change in $t$ changes them by 10%.

## Variation 1: room temperature

*Keep the chemical potential at the Dirac point and replace the energy by the grand potential at 300 K. Does the power law survive?*

Summing $-k_BT\ln(1+e^{-E/k_BT})$ over both bands and spins gives, per primitive cell,

$$\Omega=-4k_BT\left\langle\ln\left[2\cosh\frac{t|f|}{2k_BT}\right]\right\rangle_{\mathbf k}.$$

The hyperbolic cosine is even, so the integrand is a smooth function of $|f|^2$ and the cone tip is rounded. The nearest singularity lies at complex wavevector, where the cosh vanishes: $t|f|=i\pi k_BT$. In the linear cone this means $q=i\pi k_BT/\hbar v$, so at large distance the Fourier coefficients decay as $R^{-3/2}e^{-R/\ell}$, with

$$\ell=\frac{\hbar v}{\pi k_BT}=\frac{0.5752\ \text{eV nm}}{\pi\times0.02585\ \text{eV}}=7.08\ \text{nm}\approx29a .$$

The power law therefore does not survive at large $L$: once the cell width is well beyond $\ell$, the error decays exponentially. For sizes divisible by 3, the error at 300 K divided by that at zero temperature is 0.88 at $L=12$, 0.70 at $L=30$ and 0.005 at $L=240$.

## Variation 2: overlap and second neighbours

*Which amplitudes change if neighbouring orbitals overlap by $s$, or if a second-neighbour hopping $-t_2$ is added?*

**Overlap.** The overlap matrix has off-diagonal element $sf$, so the levels obey $E^2=(t+sE)^2|f|^2$. The lower root is

$$E=-\frac{t|f|}{1+s|f|}=-t|f|+ts|f|^2-ts^2|f|^3+\dots$$

For $0\le s<1/3$ the upper band stays non-negative, because $|f|\le3$, and the filling is unchanged. Besides a constant, the term $|f|^2$ contains only the nearest lattice vectors, which any grid with $L\ge2$ averages correctly. The term $|f|^3$ starts at $q^3$ and first contributes at $L^{-5}$. Both $C_L$ and $D_L$ are therefore unchanged. For $s=0.1$, the difference between the computed energies at $L=150$ and 300 gives $C=5.268$, as before.

**Second neighbours.** The six equal hops add $-t_2(|f|^2-3)$ to both bands. Its grid average is zero for $L\ge2$. For $0\le t_2<t/3$ every lower level stays at or below $3t_2$ and every upper level at or above it, so the lower band remains the filled one. The half-filled energy does not change at all. With $t_2=0.1$ eV, this was tested at $L=12$, 13 and 14 by filling the lowest half of all levels; the change was below $10^{-11}$ eV.

## Calculated quantities

```
hopping t = 2.7 eV, lattice constant a = 0.246 nm
mean |f| = 1.57459724, E_inf = -3.14919448 t
E_inf = -8.50283 eV per primitive cell
lattice sum S = 11.03418
amplitude ratio (not divisible / divisible) = -0.21132
C, L divisible by 3: 5.26843; otherwise: -1.11335
D, L=1 mod 3: -5.13060; L=2 mod 3: 5.13060
largest relative misfit of F(R), R near 40 a: 0.00340
remainder orders, L mod 3 = 0,1,2: 4.998, 5.035, 4.960
L, width nm, error meV/cell, derived meV/cell, L^3 error/t
   4    0.984   -75.212572  -101.081313   -1.78282
   5    1.230    -0.763631    -1.884158   -0.03535
   6    1.476    62.803176    65.855385    5.02425
   7    1.722   -12.875015   -14.533509   -1.63560
   8    1.968    -2.253451    -2.489194   -0.42732
   9    2.214    19.036166    19.512707    5.13976
  12    2.952     8.110371     8.231923    5.19064
  13    3.198    -1.781725    -1.853270   -1.44980
  14    3.444    -0.711522    -0.734902   -0.72312
  30    7.380     0.525479     0.526843    5.25479
  31    7.626    -0.115072    -0.115904   -1.26967
  32    7.872    -0.078016    -0.078526   -0.94682
  99   24.354     0.014657     0.014660    5.26716
 100   24.600    -0.003142    -0.003145   -1.16385
 101   24.846    -0.002783    -0.002785   -1.06184
 600  147.600     0.000066     0.000066    5.26840
 601  147.846    -0.000014    -0.000014   -1.12187
 602  148.092    -0.000014    -0.000014   -1.10481
gap at L=12: 0.0000 eV; whole-supercell error 1167.89 meV
gap at L=13: 1.5703 eV; whole-supercell error -301.11 meV
gap at L=14: 1.3337 eV; whole-supercell error -139.46 meV
second-neighbour hopping 0.1 eV: energy change below 1e-11 eV
C (L divisible by 3) with overlap 0.1: 5.26780
kT at 300 K = 25.852 meV; hbar v = 0.5752 eV nm
thermal length = 7.082 nm = 28.79 a
error at 300 K / error at 0 K, L=12: 0.8776
error at 300 K / error at 0 K, L=30: 0.7029
error at 300 K / error at 0 K, L=240: 0.0052
Coulomb coupling e^2/(4 pi eps0 hbar v) = 2.503
```
